\section*{Eutectic left when Al-0.5 wt% Cu freezes: a Scheil estimate}

\section{Problem}

Aluminium with about half a weight per cent of copper has been used for the metal lines of chips. The films can be sputtered from a target, and the target can be made from a cast ingot. While the ingot freezes, copper collects in the remaining liquid. If that liquid reaches the eutectic composition, it freezes as a mixture of aluminium solid solution and the compound Al$_2$Cu.

The melt has composition $C_0=0.5$ wt\% Cu and the eutectic lies at $C_E=33.2$ wt\% Cu. The solid that forms at the front has composition $C_S=kC_L$, where $C_L$ is the composition of the liquid and $k=0.17$ is the partition coefficient. What fraction of the ingot's mass freezes as eutectic?

The following assumptions define the Scheil model:
\begin{itemize}
\item the liquid is uniform in composition at every moment;
\item copper does not diffuse in the solid;
\item solid and liquid are in equilibrium at the front, with constant $k$;
\item no copper enters or leaves, and the eutectic forms as soon as $C_L=C_E$, without undercooling.
\end{itemize}
Compositions are in weight per cent, so $f_L$ and $f_S=1-f_L$, the fractions of liquid and solid, are mass fractions.

\section{First estimate by scaling}

Since $k$ is small, suppose first that the solid takes up no copper at all. The original copper then stays in a shrinking mass of liquid, and its concentration grows in inverse proportion to that mass:
\begin{equation}
C_L\simeq\frac{C_0}{f_L}.
\end{equation}
The liquid reaches $C_E$ when
\begin{equation}
f_L\simeq\frac{C_0}{C_E}=\frac{0.5}{33.2}=\frac{1}{66.4}\approx 0.015 .
\label{eq:estimate}
\end{equation}
The estimate is 1.5\%. It is also an upper bound for a closed system: a mass fraction $f$ of eutectic contains copper $fC_E$ per unit mass of alloy, which cannot exceed the total $C_0$. Copper kept by the solid must lower the result. The small value of $k$ suggests a small correction, but nearly all of the metal becomes solid, so the correction has to be calculated.

\section{Exact solution of the model}

\subsection{Copper balance}

Take a unit mass of alloy. The liquid contains copper $f_LC_L$. When the liquid fraction changes by $df_L<0$, a mass $-df_L$ of solid forms and removes copper $kC_L(-df_L)$ from the liquid. The change of the copper in the liquid is therefore
\begin{equation}
d(f_LC_L)=kC_L\,df_L .
\end{equation}
Both sides are negative, as they should be. The product rule on the left gives
\begin{equation}
f_L\,dC_L+C_L\,df_L=kC_L\,df_L .
\end{equation}
Moving the second term to the right and dividing by $f_LC_L$ separates the variables:
\begin{equation}
\frac{dC_L}{C_L}=-(1-k)\frac{df_L}{f_L}.
\label{eq:balance}
\end{equation}
For $k<1$ the liquid becomes richer as it shrinks.

Freezing starts at $f_L=1$ with $C_L=C_0$. With constant $k$, integration from there gives
\begin{equation}
\ln\frac{C_L}{C_0}=-(1-k)\ln f_L,
\qquad
C_L=C_0f_L^{\,k-1},
\label{eq:scheil}
\end{equation}
which is the Scheil equation.

\subsection{The eutectic fraction}

The primary solid stops forming when $C_L=C_E$. The liquid fraction at that moment is the eutectic fraction $f_E$. Solving the logarithmic form of \eqref{eq:scheil} for it,
\begin{equation}
\ln f_E=-\frac{1}{1-k}\ln\frac{C_E}{C_0},
\qquad
f_E=\left(\frac{C_E}{C_0}\right)^{-1/(1-k)} .
\label{eq:fe}
\end{equation}
With $C_E/C_0=66.4$, $\ln 66.4=4.1957$ and $1/(1-k)=1/0.83=1.2048$,
\begin{align}
\ln f_E&=-1.2048\times4.1957=-5.055,\\
f_E&=e^{-5.055}=0.0064 .
\end{align}
About 0.6\% of the mass freezes as eutectic. A separate calculation, which froze the melt in 8000 equal layers and kept account of the copper in each, gave 0.638\%, in agreement with \eqref{eq:fe}.

\section{Comparison of the two results}

Both results come from the same balance, and the estimate is the limit $k\to0$ of \eqref{eq:fe}. To compare them, write $r=C_0/C_E$, so that $f_E=r^{1/(1-k)}$. Then
\begin{equation}
\frac{f_E}{r}=r^{\frac{1}{1-k}-1}=r^{\frac{k}{1-k}}
=\left(r^{\frac{1}{1-k}}\right)^k=f_E^{\,k}.
\end{equation}
For this alloy $f_E^{\,k}=0.423$, so the estimate is too large by a factor of about 2.4. The correction is large although $k$ is small because $k$ multiplies a large logarithm: $k\ln f_E=-0.17\times5.055=-0.86$, which is not small compared with one.

The same ratio has a direct meaning. Since $f_E/r=f_EC_E/C_0$, it is the share of all the copper that ends in the eutectic. Thus 0.64\% of the mass holds 42\% of the copper. The primary solid holds the rest, at a mean composition of 0.290 wt\%. The total confirms the balance:
\begin{equation}
0.00638\times33.2+(1-0.00638)\times0.290
\approx0.212+0.288=0.500\ \text{wt\%}.
\end{equation}
The primary solid is far from uniform. Its composition rises from $kC_0=0.085$ wt\% where freezing began to $kC_E=5.64$ wt\% beside the eutectic.

Equation \eqref{eq:fe} also shows how the result depends on the alloy. At fixed $k$ and $C_E$, $f_E$ is proportional to $C_0^{1.20}$, so doubling the copper content multiplies the eutectic by about 2.3, not by 2. As $k\to1$ from below, the exponent in \eqref{eq:fe} tends to $-\infty$ and $f_E$ vanishes, because the solid then rejects almost no copper.

\section{The opposite limit: full diffusion in the solid}

Suppose instead that the solid also stays uniform, at composition $kC_L$. The copper balance is then
\begin{equation}
C_0=f_LC_L+(1-f_L)kC_L
=\left[k+(1-k)f_L\right]C_L,
\end{equation}
and hence
\begin{equation}
C_L=\frac{C_0}{k+(1-k)f_L}.
\label{eq:lever}
\end{equation}
This is the lever rule. As $f_L$ falls from 1 to 0, $C_L$ rises from $C_0$ to its largest value, $C_0/k=2.94$ wt\%. That is far below 33.2 wt\%, so no eutectic forms. Within this model, the eutectic in Al-0.5 wt\% Cu exists because diffusion in the solid is incomplete.

The two limits separate late. At 90\% solid the Scheil liquid contains 3.38 wt\% Cu and the lever-rule liquid 1.98 wt\%. Most of the rise in the composition of the Scheil liquid, from 0.5 to 33.2 wt\% Cu, comes in the last tenth of freezing, because $C_L$ in \eqref{eq:scheil} grows steeply at small $f_L$.

\section{How far the real ingot departs from the model}

\paragraph{Diffusion in the solid.} Let $L$ be half the spacing between neighbouring dendrite arms, $t_f$ the local freezing time and $D_S$ the diffusivity of copper in the solid. The time to diffuse across $L$ is of order $L^2/D_S$, so the relevant number is
\begin{equation}
\alpha=\frac{D_St_f}{L^2}.
\end{equation}
Rough values for a casting are $L=20\ \mu$m and $t_f=50$ s. The diffusivity is of order $10^{-12}$ m$^2$/s near the start of freezing and $10^{-13}$ m$^2$/s near the eutectic temperature. Take $8\times10^{-13}$ and $10^{-13}$ m$^2$/s as two trial values. For the lower value,
\begin{equation}
\alpha=\frac{10^{-13}\times50}{(20\times10^{-6})^2}=0.0125,
\end{equation}
and for the higher one $\alpha=0.10$.

These numbers look small, but the last liquid is thin. Its half-width, taken as $f_EL$, is about 0.13 $\mu$m, whereas the diffusion length $\sqrt{D_St_f}$ is about 2.2 $\mu$m even for the lower diffusivity. A modest flux into the solid therefore removes a noticeable part of the copper in that film.

The layer calculation was repeated with diffusion in the solid, at constant front speed and with $D_S$ held fixed in each run. The eutectic fell from 0.64\% to 0.51\% for the lower diffusivity and to 0.14\% for the higher one. These values hold for plate-shaped arms with a flat front. They depend on the shape: for rod-shaped arms thickening at constant radial speed inside a cylindrical cell of radius $L$, the lower diffusivity leaves about 0.44\% and the higher one leaves no eutectic. With very fast diffusion, $\alpha=1000$, the calculation reproduced the lever-rule value of 1.98 wt\% at 90\% solid and left no eutectic.

In a real ingot $D_S$ falls by roughly a factor of ten between the start of freezing and the eutectic temperature. Most of the fall comes late, while the last liquid is being enriched, so in this respect the ingot probably lies between the two runs. The front speed is not constant either. Most of the enrichment, and with it most of the fall in freezing temperature, belongs to the last tenth of freezing. The metal probably spends more time there than a constant speed allows, which would lower the eutectic further. Neither run includes this effect, and it can be large. With a latent heat near 400 kJ/kg and a heat capacity near 1.1 kJ/(kg K), the last tenth of freezing releases about 40 kJ/kg of latent heat, but cooling through the remaining 100 K or so releases about 110 kJ/kg more. If the liquid follows the Scheil path at a steady rate of heat loss, this stage takes nearly three tenths of the freezing time instead of one tenth. That leaves more time for diffusion into the solid, and the eutectic may even disappear. The two runs therefore do not bracket the value for a real casting. For a casting of this kind, 0.6\% is thus better read as the value without solid diffusion than as a prediction.

\paragraph{The partition coefficient.} Differentiating \eqref{eq:fe} at fixed compositions gives
\begin{equation}
\frac{d\ln f_E}{dk}=-\frac{\ln(C_E/C_0)}{(1-k)^2}
=-4.1957\times1.2048^2\approx-6.1 .
\end{equation}
An increase of $k$ by 0.01 lowers $f_E$ by about 6\% of its value. If $k$ varies with composition, \eqref{eq:balance} still holds and integrates to
\begin{equation}
\ln f_E=-\int_{C_0}^{C_E}\frac{dC}{C\,[1-k(C)]}.
\end{equation}
For a trial $k$ that rises linearly with the liquid composition, from 0.14 in very dilute liquid to 0.17 at the eutectic, the result is 0.73\%. This change acts against that caused by solid diffusion. For this trial it is slightly smaller than the fall found for the lower diffusivity, but the order depends on the trial value: a $k$ that starts at 0.12 gives 0.80\%, a rise larger than that fall.

\paragraph{Mixing of the liquid.} A front of speed $v$ rejects copper at the rate $(1-k)C_Lv$ per unit area, in units where the density is one. If diffusion alone carries it away, the composition gradient at the front is $(1-k)C_Lv/D_L$, with $D_L$ the diffusivity in the liquid. Across a distance $L$ the composition then varies, relative to $C_L$, by at most about $(1-k)vL/D_L$. With $v=L/t_f=0.4\ \mu$m/s and a rough $D_L=3\times10^{-9}$ m$^2$/s, $vL/D_L=0.0027$. The variation is at most about two parts in a thousand, and the uniform liquid is a good assumption on the scale of the dendrite arms. It says nothing about copper carried over larger distances by flow in the ingot.

\paragraph{Mass and volume.} A micrograph shows areas, which represent volume fractions. At the eutectic temperature the eutectic consists of solid solution with 5.64 wt\% Cu and Al$_2$Cu, taken here at its formula composition of 54.1 wt\% Cu. The mass share of Al$_2$Cu in it is
\begin{equation}
\frac{33.2-5.64}{54.1-5.64}\approx0.569 .
\end{equation}
With rough densities of 2.7 g/cm$^3$ for the solid solution and 4.35 g/cm$^3$ for Al$_2$Cu, adding the volumes per gram gives the density of the eutectic:
\begin{equation}
\rho_E=\left(\frac{0.569}{4.35}+\frac{0.431}{2.7}\right)^{-1}
\approx3.44\ \text{g/cm}^3 .
\end{equation}
Since the eutectic is denser than the surrounding metal, its volume fraction is smaller than its mass fraction:
\begin{equation}
\frac{0.00638/3.44}{0.00638/3.44+0.99362/2.7}\approx0.0050 .
\end{equation}
The Scheil result of 0.64\% by mass thus corresponds to about 0.5\% by volume, if pores are absent. When the last liquid is so thin a film, the solid solution of the eutectic tends to grow onto the primary solid and cannot be told apart from it. A micrograph then shows only the Al$_2$Cu, a mass fraction of $0.569\times0.00638\approx0.0036$, or about 0.2\% by volume. The numerical output below lists the main values used here.

\section*{Computed values}
\begin{verbatim}
alloy composition C0: 0.5 wt% Cu
eutectic composition C_E: 33.2 wt% Cu
partition coefficient k: 0.17
ratio C_E/C0: 66.4
ln(C_E/C0): 4.1957
1/(1-k): 1.2048
ln f_E: -5.0551
eutectic mass fraction f_E: 0.00638 = 0.64 %
same from 8000 frozen layers: 0.638 %
first solid k*C0: 0.085 wt% Cu
last primary solid k*C_E: 5.64 wt% Cu
mean primary solid: 0.290 wt% Cu
share of all copper in eutectic: 42.3 %
lever rule, last liquid C0/k: 2.94 wt% Cu
liquid at 90 % solid, Scheil: 3.38 wt% Cu
liquid at 90 % solid, lever rule: 1.98 wt% Cu
same, layers with alpha = 1000: 1.98 wt% Cu
eutectic, layers with alpha = 1000: 0.00 %
eutectic if k rises from 0.14 to 0.17: 0.73 %
half arm spacing (rough): 20 um
freezing time (rough): 50 s
solid diffusivity (rough): 1e-13 m2/s, alpha = 0.0125
  eutectic with solid diffusion: 0.511 %
  shift from 4000 to 8000 cells: +0.0001 % points
solid diffusivity (rough): 8e-13 m2/s, alpha = 0.1000
  eutectic with solid diffusion: 0.141 %
  shift from 4000 to 8000 cells: +0.0016 % points
liquid diffusivity (rough): 3e-09 m2/s
liquid mixing number v*L/D_L: 0.0027
densities (rough): Al 2.7, Al2Cu 4.35 g/cm3
copper in Al2Cu: 54.1 wt%
Al2Cu mass share of eutectic: 56.9 %
eutectic density: 3.44 g/cm3
eutectic volume fraction: 0.50 %
\end{verbatim}
